# Where the laboratory asymptotes of a scattered ion meet: verification in Python

```python
"""Where do the laboratory asymptotes of a scattered ion intersect?

Result under test: an ion (mass m1, energy E0, moving along +x at height y = p)
hits a free atom (mass m2) at rest at the origin. Its incoming and outgoing
asymptotes meet at x = -x1, y = p, with
    x1 = (2 tau + (A - 1) p tan(theta/2)) / (1 + A),   A = m2/m1,
and the recoil asymptote cuts y = 0 at x2 = p tan(theta/2) - x1.
theta: centre-of-mass angle; tau: time integral (a length); E: relative energy.
Hard spheres give x1 = p tan(theta/2). Lengths in nm, energies in eV, masses in u.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

BOHR = sc.physical_constants["Bohr radius"][0] * 1e9
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # e^2/(4 pi eps0), eV nm
ZBL = ((0.18175, 3.19980), (0.50986, 0.94229), (0.28022, 0.40290), (0.02817, 0.20162))
MOLIERE = ((0.35, 0.3), (0.55, 1.2), (0.10, 6.0))
Z_SI, M_SI = 14, 27.977


def zbl_length(z1, z2):
    return 0.8854 * BOHR / (z1**0.23 + z2**0.23)


def screened(z1, z2, terms, a):
    """Screened Coulomb potential and its repulsive force."""
    k = z1 * z2 * COULOMB

    def potential(r):
        return k / r * sum(c * np.exp(-b * r / a) for c, b in terms)

    def force(r):
        return k / r * sum(c * np.exp(-b * r / a) * (1 / r + b / a) for c, b in terms)
    return potential, force


def collision(V, E, p, nodes=400, r_max=None):
    """Return theta, tau, R by quadrature with r = R/(1-u^2)."""
    def radial(r):
        return 1 - (p / r)**2 - V(r) / E
    high = 2 * p
    while radial(high) <= 0:
        high *= 2
    R = brentq(radial, p, high, xtol=1e-16, rtol=1e-15)
    u_max = 1.0 if r_max is None else np.sqrt(1 - R / r_max)
    x, w = np.polynomial.legendre.leggauss(nodes)
    u, w = u_max * (x + 1) / 2, u_max * w / 2
    r = R / (1 - u**2)
    dr = w * 2 * u * R / (1 - u**2)**2
    pot = V(r) / E
    free = np.sqrt(1 - (p / r)**2)
    g = np.sqrt(1 - (p / r)**2 - pot)
    theta = np.pi - 2 * p * np.sum(dr / (r**2 * g))
    tau = np.sqrt(R**2 - p**2) - np.sum(dr * pot / (g * free * (g + free)))
    return theta, tau, R


def crossing(theta, tau, p, A):
    hard = p * np.tan(theta / 2)
    x1 = (2 * tau + (A - 1) * hard) / (1 + A)
    return x1, hard - x1, hard


def lab_angle(theta, A):
    return np.arctan2(A * np.sin(theta), 1 + A * np.cos(theta))


def fly(force, m1, E0, p, atoms=((0.0, 0.0),), drag=None):
    """Integrate Newton's equations in the laboratory; start 3 nm upstream."""
    speed, count = np.sqrt(2 * E0 / m1), len(atoms) + 1
    pos = np.array([(-3.0, p), *atoms])
    vel = np.zeros((count, 2))
    vel[0, 0] = speed

    def rhs(t, y):
        q, v = y.reshape(2, count, 2)
        d = q[0] - q[1:]
        r = np.sqrt(np.sum(d**2, axis=1))[:, None]
        pair = force(r) * d / r
        if drag is not None:
            pair = pair - drag[0] * np.exp(-drag[1] * r) * (v[0] - v[1:]) / speed
        acc = np.vstack([pair.sum(axis=0) / m1, -pair / M_SI])
        return np.concatenate([v.ravel(), acc.ravel()])
    sol = solve_ivp(rhs, (0, 6 / speed), np.concatenate([pos.ravel(), vel.ravel()]),
                    method="DOP853", rtol=1e-11, atol=1e-12)
    assert sol.success
    return sol.y[:, -1].reshape(2, count, 2)


def line_x(point, velocity, height):
    """x at which the line through point along velocity reaches y = height."""
    return point[0] + (height - point[1]) * velocity[0] / velocity[1]


# --- formula against laboratory trajectories, A > 1, A = 1, A < 1
print("Trajectory tests on Si (x1 formula / x1 trajectory, nm):")
for name, z, m, E0, p in (("B ", 5, 11.009, 1000., 0.05), ("Si", 14, M_SI, 2000., 0.03),
                          ("As", 33, 74.922, 5000., 0.04)):
    V, F = screened(z, Z_SI, ZBL, zbl_length(z, Z_SI))
    A = M_SI / m
    theta, tau, R = collision(V, E0 * A / (1 + A), p)
    x1, x2, hard = crossing(theta, tau, p, A)
    q, v = fly(F, m, E0, p)
    x1_path = -line_x(q[0], v[0], p)
    x2_path = line_x(q[1], v[1], 0.0)
    rel_v = v[0] - v[1]
    along = np.dot(q[0] - q[1], rel_v) / np.linalg.norm(rel_v)
    assert abs(np.arctan2(rel_v[1], rel_v[0]) - theta) < 1e-7
    assert abs(x1_path - x1) < 1e-6 and abs(x2_path - x2) < 1e-6
    assert abs(along - (3.0 + 2 * tau)) < 1e-6    # free flight would give 3 nm
    print(f"  {name} {E0:.0f} eV, p={p:.2f} nm, A={A:.4f}: {x1:.7f} / {x1_path:.7f}")

# --- hard spheres: impulse along the line of centres at contact
d, p = 0.10, 0.06
for m1 in (11.009, M_SI, 74.922):
    contact = np.array([-np.sqrt(d**2 - p**2), p])
    n = contact / d
    push = 2 * m1 * M_SI / (m1 + M_SI) * n[0]         # incoming speed set to 1
    v_ion, v_atom = np.array([1.0, 0.0]) - push * n / m1, push * n / M_SI
    assert abs(m1 * v_ion @ v_ion + M_SI * v_atom @ v_atom - m1) < 1e-10
    out = v_ion - v_atom
    theta_hs = np.arctan2(out[1], out[0])
    assert abs(-contact[0] - p * np.tan(theta_hs / 2)) < 1e-12
print(f"Hard spheres d={d:.2f} nm, p={p:.2f} nm: theta={np.degrees(theta_hs):.3f} deg")
print(f"  contact at x1={-contact[0]:.5f} nm; p tan(theta/2)={p*np.tan(theta_hs/2):.5f} nm")

# --- steep walls V = E (d/r)^n approach the hard-sphere relation
gaps = []
for power in (20, 80, 320):
    th, ta, _ = collision(lambda r: (d / r)**power, 1.0, p)
    gaps.append(abs(p * np.tan(th / 2) - ta))
    print(f"  wall (d/r)^{power}: tau={ta:.6f} nm, |p tan(theta/2)-tau|={gaps[-1]:.2e} nm")
assert gaps[1] < gaps[0] / 3 and gaps[2] < gaps[1] / 3 and gaps[2] < 1e-3 * d

# --- inverse-square potential: tau = 0; Coulomb: tau diverges logarithmically
th, ta, _ = collision(lambda r: 1 / r**2, 1.0, 1.0)
assert abs(ta) < 1e-8 and abs(th - np.pi * (1 - 1 / np.sqrt(2))) < 1e-8
print(f"Inverse square, V/E=(p/r)^2: |tau|/p < 1e-8: {abs(ta) < 1e-8}; "
      f"tan(theta/2)={np.tan(th/2):.4f}")
cut = [collision(lambda r: 1 / r, 1.0, 1.0, r_max=rm)[1] for rm in (1e3, 1e4)]
assert abs(cut[1] - cut[0] + 0.5 * np.log(10)) < 1e-3
print(f"Coulomb V/E=p/r: tau/p changes by {cut[1]-cut[0]:.4f} per decade of cutoff; "
      f"-ln(10)/2={-0.5*np.log(10):.4f}")

# --- worked example: B-11, 1 keV, on Si-28
z, m, E0, p = 5, 11.009, 1000.0, 0.05
A = M_SI / m
E = E0 * A / (1 + A)
a = zbl_length(z, Z_SI)
V, F = screened(z, Z_SI, ZBL, a)

# weak scattering, tested at 100 keV
E_fast = 1e5 * A / (1 + A)
th, ta, _ = collision(V, E_fast, p)
W = 2 * quad(lambda x: V(np.hypot(p, x)), 0, 2, epsabs=1e-10, limit=200)[0]
x2_fast = crossing(th, ta, p, A)[1]
x2_weak = W / (2 * A * 1e5)
assert abs(x2_fast / x2_weak - 1) < 0.02
print(f"Weak limit, B 100 keV, p=0.05 nm: W={W:.3f} eV nm, x2={x2_fast:.4e} nm, "
      f"W/(2 A E0)={x2_weak:.4e} nm")

theta, tau, R = collision(V, E, p)
x1, x2, hard = crossing(theta, tau, p, A)
coarse = crossing(*collision(V, E, p, nodes=200)[:2], p, A)[0]
assert abs(coarse - x1) < 1e-8
psi = lab_angle(theta, A)
E_after = E0 * (1 - 4 * A / (1 + A)**2 * np.sin(theta / 2)**2)
print(f"EXAMPLE B-11 ({m} u) on Si-28 ({M_SI} u), E0={E0:.0f} eV, p={p} nm")
print(f"  A={A:.4f}, E={E:.2f} eV, ZBL length a={a:.5f} nm, V(p)={V(p):.1f} eV")
print(f"  R={R:.5f} nm, theta={np.degrees(theta):.3f} deg, lab angle={np.degrees(psi):.3f} deg")
print(f"  tau={tau:.5f} nm, p tan(theta/2)={hard:.5f} nm")
print(f"  x1={x1:.5f} nm = {10*x1:.4f} angstrom, x2={x2:.5f} nm")
print(f"  hard-sphere shortcut too large by {100*(hard/x1-1):.1f} % of x1")
print(f"  next impact parameter shifted by x2 sin(lab angle)={x2*np.sin(psi):.5f} nm")
print(f"  ion energy after collision={E_after:.2f} eV")
print(f"  quadrature shift, 200 to 400 nodes: {abs(coarse-x1):.1e} nm")
print("Scan at 1 keV: p, theta(deg), p tan(theta/2), tau, x1, x2 (lengths in nm)")
for ps in (0.005, 0.02, 0.05, 0.10, 0.15):
    th, ta, _ = collision(V, E, ps)
    s1, s2, sh = crossing(th, ta, ps, A)
    assert s2 > 0
    print(f"  {ps:.3f} {np.degrees(th):8.3f} {sh:.5f} {ta:.5f} {s1:.5f} {s2:.5f}")

# --- sizes of neglected effects
print("NEGLECTED EFFECTS for the example")
v_ion = np.sqrt(2 * E0 * sc.e / (m * sc.atomic_mass))
v_bohr = sc.alpha * sc.c
S_e = (8 * np.pi * COULOMB * BOHR * z**(7 / 6) * Z_SI
       / (z**(2 / 3) + Z_SI**(2 / 3))**1.5 * v_ion / v_bohr)
decay = 0.3 / a
q, v = fly(F, m, E0, p, drag=(S_e * decay**3 / (8 * np.pi), decay))
loss = E0 - 0.5 * m * v[0] @ v[0] - 0.5 * M_SI * v[1] @ v[1]
x1_drag = -line_x(q[0], v[0], p)
print(f"  electronic drag: S_e={S_e:.4f} eV nm2, loss={loss:.2f} eV, "
      f"x1 shift={x1_drag-x1:+.5f} nm")

a_firsov = 0.8853 * BOHR / (np.sqrt(z) + np.sqrt(Z_SI))**(2 / 3)
V_mol, _ = screened(z, Z_SI, MOLIERE, a_firsov)
th, ta, _ = collision(V_mol, E, p)
print(f"  Moliere potential: theta={np.degrees(th):.3f} deg, "
      f"x1 shift={crossing(th, ta, p, A)[0]-x1:+.5f} nm")

debye, temp = 540.0, 300.0
integral = quad(lambda x: x / np.expm1(x), 1e-12, debye / temp)[0]
rms = 1e9 * np.sqrt(3 * sc.hbar**2 / (M_SI * sc.atomic_mass * sc.k * debye)
                    * (0.25 + (temp / debye)**2 * integral))
step = 1e-4
slope = (crossing(*collision(V, E, p + step)[:2], p + step, A)[0]
         - crossing(*collision(V, E, p - step)[:2], p - step, A)[0]) / (2 * step)
print(f"  thermal rms per axis ({temp:.0f} K, rough Debye {debye:.0f} K)={rms:.5f} nm; "
      f"|dx1/dp| rms={abs(slope)*rms:.5f} nm")
duration = 2 * R * 1e-9 / v_ion
print(f"  binding: 2R/v0={duration*1e15:.3f} fs, times Debye frequency="
      f"{duration*sc.k*debye/sc.hbar:.4f}")
wave = sc.hbar / (m * M_SI / (m + M_SI) * sc.atomic_mass * v_ion) * 1e9
print(f"  reduced de Broglie wavelength={wave:.2e} nm")

# next atom one rough Si-Si bond length downstream: two binaries or three bodies
bond = 0.235
normal = np.array([-np.sin(psi), np.cos(psi)])


def second_collision(start_x):
    p_next = np.dot(np.array([start_x - bond, p]), normal)
    assert p_next > 0
    th2 = collision(V, E_after * A / (1 + A), p_next)[0]
    return p_next, np.degrees(psi + lab_angle(th2, A))


p_next, angle_true = second_collision(-x1)
_, angle_hard = second_collision(-hard)
q, v = fly(F, m, E0, p, atoms=((0.0, 0.0), (bond, 0.0)))
angle_three = np.degrees(np.arctan2(v[0, 1], v[0, 0]))
print(f"  next atom at {bond} nm: second impact parameter={p_next:.5f} nm")
print(f"  final lab angle: binaries with x1 {angle_true:.3f} deg, with hard-sphere point "
      f"{angle_hard:.3f} deg, three-body {angle_three:.3f} deg")

print("all assertions hold")
```

Running it gives:

```
Trajectory tests on Si (x1 formula / x1 trajectory, nm):
  B  1000 eV, p=0.05 nm, A=2.5413: 0.0077762 / 0.0077762
  Si 2000 eV, p=0.03 nm, A=1.0000: 0.0120132 / 0.0120132
  As 5000 eV, p=0.04 nm, A=0.3734: 0.0107809 / 0.0107809
Hard spheres d=0.10 nm, p=0.06 nm: theta=106.260 deg
  contact at x1=0.08000 nm; p tan(theta/2)=0.08000 nm
  wall (d/r)^20: tau=0.074214 nm, |p tan(theta/2)-tau|=8.61e-04 nm
  wall (d/r)^80: tau=0.078540 nm, |p tan(theta/2)-tau|=6.11e-05 nm
  wall (d/r)^320: tau=0.079633 nm, |p tan(theta/2)-tau|=3.96e-06 nm
Inverse square, V/E=(p/r)^2: |tau|/p < 1e-8: True; tan(theta/2)=0.4955
Coulomb V/E=p/r: tau/p changes by -1.1516 per decade of cutoff; -ln(10)/2=-1.1513
Weak limit, B 100 keV, p=0.05 nm: W=19.798 eV nm, x2=3.8767e-05 nm, W/(2 A E0)=3.8952e-05 nm
EXAMPLE B-11 (11.009 u) on Si-28 (27.977 u), E0=1000 eV, p=0.05 nm
  A=2.5413, E=717.62 eV, ZBL length a=0.01427 nm, V(p)=203.6 eV
  R=0.05614 nm, theta=23.572 deg, lab angle=16.975 deg
  tau=0.00573 nm, p tan(theta/2)=0.01043 nm
  x1=0.00778 nm = 0.0778 angstrom, x2=0.00266 nm
  hard-sphere shortcut too large by 34.2 % of x1
  next impact parameter shifted by x2 sin(lab angle)=0.00078 nm
  ion energy after collision=966.18 eV
  quadrature shift, 200 to 400 nodes: 7.6e-13 nm
Scan at 1 keV: p, theta(deg), p tan(theta/2), tau, x1, x2 (lengths in nm)
  0.005  151.289 0.01954 0.00808 0.01307 0.00647
  0.020   82.010 0.01739 0.00791 0.01203 0.00535
  0.050   23.572 0.01043 0.00573 0.00778 0.00266
  0.100    4.120 0.00360 0.00237 0.00290 0.00069
  0.150    0.982 0.00129 0.00093 0.00108 0.00020
NEGLECTED EFFECTS for the example
  electronic drag: S_e=0.4111 eV nm2, loss=6.66 eV, x1 shift=-0.00004 nm
  Moliere potential: theta=27.729 deg, x1 shift=+0.00076 nm
  thermal rms per axis (300 K, rough Debye 540 K)=0.00763 nm; |dx1/dp| rms=0.00109 nm
  binding: 2R/v0=0.848 fs, times Debye frequency=0.0600
  reduced de Broglie wavelength=6.07e-05 nm
  next atom at 0.235 nm: second impact parameter=0.11870 nm
  final lab angle: binaries with x1 18.715 deg, with hard-sphere point 18.676 deg, three-body 18.718 deg
all assertions hold
```
